# Discretized Berry phase of polarization: overlap determinants, convergence and branch tracking

## What symmetry fixes

Let a crystal have period \(c\) along \(z\) and cell area \(A\) across it. Moving one electron per cell through a full period restores the crystal but changes the dipole per volume by \(-ec/(Ac)=-e/A\). The bulk state therefore fixes an electron's mean position only modulo \(c\), so the natural variable is an angle, \(\phi=2\pi\bar z/c\), and polarization is \(e/A\) times a pure number.

A second symmetry fixes how the angle can be built. Occupied states at each wave number \(k\) may be multiplied by a phase or, with several bands, mixed by a unitary matrix. A closed chain of overlaps, in which every state appears once as a bra and once as a ket, is insensitive to this. Reversing the chain conjugates it. Its phase is thus odd in the spacing \(\Delta k\) link by link, and the error of the summed phase contains even powers of \(\Delta k\).

## One electron on two sites

Take one electron per cell in isolated pairs of sites at \(z=0\) and \(z=sc\), with probabilities \(1-p\) and \(p\). With \(u_k=e^{-ikz}\psi_k\), the state is
\[
u_k=\big(\sqrt{1-p},\ \sqrt p\,e^{-iksc}\big).
\]
For three points, \(k_j=2\pi j/(3c)\), the chain is
\[
Z=\langle u_0|u_1\rangle\langle u_1|u_2\rangle\langle u_2|u_3\rangle,\qquad u_3=e^{-2\pi iz/c}u_0 .
\]
If \(u_1\to e^{i\alpha}u_1\), the first factor gains \(e^{i\alpha}\) and the second \(e^{-i\alpha}\). If \(u_0\) is rephased, \(u_3\) must follow, because it is defined from \(u_0\). Diagonalizing afresh at the end point would break this cancellation.

For \(M\) points all links are equal. With \(q=2\pi s/M\),
\[
\langle u_j|u_{j+1}\rangle=1-p+p\,e^{-iq},\qquad
\phi_M=M\arctan\frac{p\sin q}{1-p+p\cos q}
\]
on the branch that starts at \(q=0\). For small \(q\) the fraction is \(pq+(p^2/2-p/6)q^3+\dots\). Since \(\arctan x=x-x^3/3+\dots\),
\[
\phi_M=2\pi ps-\frac{(2\pi s)^3}{6M^2}\,p(1-p)(1-2p)+O(M^{-4}).
\]
The first term is \(2\pi\) times the mean position over \(c\). The error contains the third central moment of the position, so it measures the skewness of the charge. It vanishes for \(p=0,\tfrac12,1\).

The branch problem appears at \(p=1\), where \(\phi=2\pi s\). Moving the site by \(0.6c\) changes the phase by \(1.2\pi\), but a comparison of the two end phases modulo \(2\pi\) suggests \(-0.8\pi\). Link by link the change is just \(2\pi(0.6)/M\), which is unambiguous for \(M\ge2\). Adding these small changes before taking any remainder gives the correct \(1.2\pi\).

## Several bands

Let \(N\) bands per spin be occupied, with a gap to the empty bands at every \(k\). On \(k_j=2\pi j/(Mc)\) define
\[
(S_j)_{mn}=\langle u_m(k_j)|u_n(k_{j+1})\rangle,\quad L_j=\det S_j,\quad
\phi_M=-\operatorname{Im}\ln\prod_{j=0}^{M-1}L_j ,
\]
closed by \(u_n(k+2\pi/c)=e^{-2\pi iz/c}u_n(k)\). All \(L_j\) must be nonzero. Rotations \(U_j\) within the occupied space give \(S_j\to U_j^\dagger S_jU_{j+1}\), hence \(L_j\to(\det U_j)^*\det U_{j+1}\,L_j\). Each determinant meets its conjugate, and \(U_M=U_0\) closes the loop. In a test with random rotations, individual links changed by up to 1.98 while the product changed at rounding level.

To identify the continuum limit, choose a smooth gauge with periodic \(\psi_{nk}\). A Wannier function is \(w_n=(c/2\pi)\int e^{ikz}u_{nk}\,dk\). Writing \(ze^{ikz}=-i\partial_ke^{ikz}\) and integrating by parts, with no boundary term, gives
\[
\langle w_n|z|w_n\rangle=\frac{c}{2\pi}\oint\langle u_n|i\partial_ku_n\rangle\,dk .
\]
A short link has \(L_j=1+\sum_n\langle u_n|\partial_ku_n\rangle\Delta k+\dots\), so \(\phi_M\) tends to
\[
\phi=\oint\mathcal A\,dk,\qquad \mathcal A=\sum_n i\langle u_n|\partial_ku_n\rangle,
\]
which is \(2\pi\) times the sum of Wannier centres divided by \(c\).

At finite \(M\) the product also has a real-space meaning. On a ring of \(M\) cells, \(e^{-2\pi iz/(Mc)}\) connects \(\psi_{k_{j+1}}\) to \(\psi_{k_j}\) and to no other wave number. Its matrix among occupied orbitals has blocks \(S_j\) in a cyclic pattern. Sorting the columns costs the sign of an \(M\)-cycle for each band:
\[
\det\langle\psi|e^{-2\pi iz/(Mc)}|\psi\rangle=(-1)^{N(M-1)}\prod_jL_j .
\]
For seven cells of the crystal treated below (\(N=2\), so the sign factor is \(+1\)), the two sides agree in modulus and phase.

## The convergence law

Let \(h=\Delta k/2\), and expand a link about its midpoint. On that link use the parallel-transport gauge, \(\langle u_m|\partial u_n\rangle=0\) for all occupied \(m,n\). Going from a smooth gauge to this one removes the factor \(e^{-i\int\mathcal A\,dk}\) from \(L_j\). These factors multiply to \(e^{-i\phi}\), so what remains is the error.

Write \(u',u'',u'''\) for derivatives at the midpoint. The matrix \(\langle u(-h)|u(h)\rangle\) has no first-order term, and reversing \(h\) turns it into its adjoint. Even orders are therefore Hermitian and odd orders anti-Hermitian. The trace of the third-order term is
\[
h^3\,i\operatorname{Im}\operatorname{Tr}\Big[\tfrac13\langle u|u'''\rangle-\langle u'|u''\rangle\Big].
\]
Differentiating \(\langle u|u'\rangle=0\) twice gives \(\langle u|u'''\rangle=-2\langle u'|u''\rangle-\langle u''|u'\rangle\), and the imaginary part of its trace is \(-\operatorname{Im}\operatorname{Tr}\langle u'|u''\rangle\). The bracket becomes \(-\tfrac43\operatorname{Im}\operatorname{Tr}\langle u'|u''\rangle\). Since \(\ln\det S=\operatorname{Tr}\ln S\) and there is no first-order term to mix with the second,
\[
\operatorname{Im}\ln L_j\Big|_{\rm transport}=-\frac{\Delta k^3}{6}\operatorname{Im}\operatorname{Tr}\langle u'|u''\rangle+O(\Delta k^5).
\]

A gauge-free form uses the projector \(P=\sum_n|u_n\rangle\langle u_n|\). In the transport gauge \(P'|u_n\rangle=|u_n'\rangle\). Also \(P''|u_n\rangle=|u_n''\rangle+\sum_m|u_m\rangle\langle u_m''|u_n\rangle\), because the cross term contains \(\langle u_m'|u_n\rangle=0\). The last sum is orthogonal to \(u_n'\). Hence \(\operatorname{Tr}[PP'P'']=\operatorname{Tr}\langle u'|u''\rangle\). This trace is smooth and periodic, so its midpoint sum differs from the integral by less than any power of \(\Delta k\). On one continuous branch,
\[
\boxed{\ \phi_M=\phi+\frac{\Delta k^2}{6}\oint\operatorname{Im}\operatorname{Tr}[P\,\partial_kP\,\partial_k^2P]\,dk+O(\Delta k^4)\ }
\]

The two-site case checks the sign. There \(u'=-i(z-\bar z)u\) and \(u''=-(z-\bar z)^2u\) in the transport gauge, so \(\operatorname{Im}\langle u'|u''\rangle=-\langle(z-\bar z)^3\rangle=-(sc)^3p(1-p)(1-2p)\). Multiplying by \((2\pi/c)\Delta k^2/6\) recovers the hand result.

If \(\phi_M=\phi+K/M^2+O(M^{-4})\), then \((4\phi_{2M}-\phi_M)/3\) removes \(K\). Both phases must first be placed on the same branch.

## Keeping the branch

Let an internal parameter go from \(u\) to \(u'\) (here numbers, not states), with determinants \(L_j\) and \(L'_j\). At equal \(k_j\), let \(V_j\) be the determinant of overlaps between the occupied spaces at \(u\) and \(u'\), taken with site amplitudes \(D_i=e^{ikz_i}u_i\), which are periodic in \(k\). In these amplitudes a link is
\[
(S_j)_{mn}=\sum_iD^*_{im}(k_j)\,e^{-i\Delta k\,z_i}D_{in}(k_{j+1}),
\]
with the site positions belonging to the parameter concerned. Form the plaquettes
\[
W_j=L'_j\,V_j\,V_{j+1}^*\,L_j^* .
\]
Every rotation again meets its conjugate, so each \(W_j\) is gauge invariant. In the product over \(j\) the \(V\) factors combine to \(\prod|V_j|^2>0\), giving
\[
\phi'_M-\phi_M=-\sum_j\arg W_j\pmod{2\pi},\qquad -\pi<\arg W_j<\pi .
\]
Now let \(u'\) grow continuously from \(u\). The right side starts at zero, and it is continuous while no \(W_j\) vanishes or reaches the negative real axis. A continuous function with the correct remainder and the correct start is the continuous branch. The total may exceed \(\pi\) because the limit applies to each plaquette. Comparing whole strings instead requires the true change in each step to stay below \(\pi\). Neither rule can continue a polarization through a gap closing.

## A polar crystal with an adjustable anion height

The model is a wurtzite-like crystal with round parameters: \(a=0.32\) nm, \(c=0.52\) nm, \(A=0.08868\) nm². Cations sit at \(z/c=0,\tfrac12\) and anions at \(u,\tfrac12+u\), with one orbital and core charge \(+e\) per site. Two spin-paired bands hold four electrons. Orbitals are point-like for the position operator. Site energies are \(\pm\Delta=\pm2\) eV, and hopping at distance \(d\) is \(-(2\,\text{eV})\exp[-(d-0.20\,\text{nm})/0.05\,\text{nm}]\).

In the order cation 1, anion 1, cation 2, anion 2, using periodic amplitudes,
\[
H_{12}=H_{34}=t_b+t_ae^{-ikc},\quad H_{23}=t_lf,\quad H_{41}=t_lf^*e^{ikc}.
\]
The bond lengths are \(uc\) for \(t_b\), \((1-u)c\) for \(t_a\), and \([a^2/3+(\tfrac12-u)^2c^2]^{1/2}\) for \(t_l\). The transverse wave vector enters through \(f=1+e^{i\alpha_1}+e^{i\alpha_2}\).

Hopping joins cations to anions alone. Let \(\tau=+1\) on cations and \(-1\) on anions, so that \(H=\Delta\tau+T\) with \(T\tau=-\tau T\). Then \(H^2=\Delta^2+T^2\ge\Delta^2\), and the gap is at least \(2\Delta=4\) eV for every \(u\). Moreover \(H\tau+\tau H=2\Delta\). Between occupied eigenstates of energies \(-E_m,-E_n\) this reads \(-(E_m+E_n)\tau_{mn}=2\Delta\delta_{mn}\), so \(\tau\) is diagonal there with negative entries \(-\Delta/E_n\). Every occupied vector is mostly anion, and by the same argument every empty one is mostly cation. If \(V_j\) vanished, some vector occupied at \(u\) would be empty at \(u'\), a contradiction. Even a large step in \(u\) thus leaves \(V_j\neq0\). This alone does not fix the branch: \(|V_j|\) can still be small, and each \(W_j\) must stay nonzero and off the negative real axis along the whole path.

The two occupied bands touch at \(kc=\pi\). The cation–anion block of \(T\) has eigenvalues \(t_b+t_ae^{-ikc}\pm t_l|f|e^{-ikc/2}\) and is a normal matrix, so each eigenvalue \(\lambda\) gives the energies \(\pm\sqrt{\Delta^2+|\lambda|^2}\). At \(kc=\pi\) they are \(t_b-t_a\mp it_l|f|\), with equal moduli. Just either side of this contact, the lowest band has overlap \(2.5\times10^{-5}\) with itself, while the two-band determinant is 1.000000. The occupied space is smooth where the energy-sorted band is not.

## Convergence on one string

An independent continuum value comes from splitting
\[
\phi=\oint\sum_ni\langle D_n|\partial_kD_n\rangle\,dk+\oint\sum_iz_i\rho_i\,dk,\qquad \rho_i=\sum_n|D_{in}|^2 .
\]
Differentiate the first term with respect to \(u\) and integrate by parts. This gives \(-2\operatorname{Im}\sum_n\langle\partial_uD_n|\partial_kD_n\rangle\). Occupied intermediate states cancel in pairs. For empty ones, \(\langle m|\partial D_n\rangle=\langle m|\partial H|n\rangle/(E_n-E_m)\), where \(E\) now denotes the signed band energy. Therefore
\[
\Delta\phi=\int du\oint dk\sum_{n\,\rm occ}\sum_{m\,\rm empty}\frac{-2\operatorname{Im}\langle n|\partial_uH|m\rangle\langle m|\partial_kH|n\rangle}{(E_n-E_m)^2}+\Big[\oint\sum_iz_i\rho_i\,dk\Big]_{\rm start}^{\rm end} .
\]
It contains no link phase and no \(2\pi\) choice.

For \(f=2+i\) and \(u\) going from 0.5 to 0.375, it gives \(-1.224706\) rad. The projector formula predicts an error of \(0.12853/M^2\) rad. For \(M=8\) this is \(2.01\times10^{-3}\), against the observed \(1.99\times10^{-3}\) rad, or 0.16% of the phase change. For \(M=128\) both are \(7.84\times10^{-6}\) rad to within one unit in the last digit. The last doubling reduces the error by 3.9996.

Combining \(M=8\) and 16 gives
\[
\frac{4(-1.2242049)-(-1.2227150)}{3}=-1.2247015\ \text{rad},
\]
with error \(4.3\times10^{-6}\) rad. The last doubling reduces the extrapolated error by 16.01, as expected for fourth order. The reference phase at \(u=0.5\) contributes no error, as shown next.

## Reversing the polarization

At \(u=0.5\) the crystal has a mirror plane, which maps \(\phi_M\) to \(-\phi_M\). Each string phase is then 0 or \(\pi\) modulo \(2\pi\). As hopping is reduced to zero the gap stays open, and the centres end on the anions, whose positions sum to \(3c/2\). The continuum phase is thus \(\pi\), and all 144 strings of the transverse mesh give \(\pi\) at \(M=48\). This is on the cut of the principal value, where rounding decides between \(+\pi\) and \(-\pi\). Averaging raw principal values there has no meaning.

From \(u=0.375\) to 0.625 the string changes range from 2.16 to 4.62 rad, on both sides of \(\pi\). A direct nearest-branch jump is wrong on 68 strings. Each of thirty-two small steps changes every string by less than 0.19 rad. One plaquette step from the start agrees with them at every point of the path; its largest angle is 0.16 rad and its smallest \(|V_j|\) is 0.51. The mean change is 3.1991 rad. The direct jump gives
\[
3.1991-2\pi\,\frac{68}{144}=0.2320\ \text{rad}.
\]

To convert phase to polarization, note that a change \(\Delta u\) moves two anion cores by \(c\Delta u\), while paired electrons contribute \(-2e\,c\,\Delta\phi/2\pi\). Dividing by the cell volume \(Ac\), kept fixed, gives
\[
\Delta P=\frac{2e}{A}\Big(\Delta u-\frac{\langle\Delta\phi\rangle}{2\pi}\Big),
\]
with the average over transverse wave vectors. A common \(2\pi\) shift changes \(P\) by \(2e/A=3.613\) C/m². Errors on some strings give a fraction of this, which cannot be removed as a quantum afterwards.

By mirror symmetry, going from 0.5 to 0.375 changes the mean phase by \(-3.1991/2=-1.5995\) rad. Let \(P\) from here on denote the polarization relative to the mirror-symmetric crystal at \(u=0.5\). Then
\[
P(0.375)=3.6133\,(-0.125+0.2546)=0.468\ \text{C/m}^2 .
\]
Extrapolation in \(M\) gives 0.4683 C/m², and doubling the transverse mesh changes it by \(2.5\times10^{-7}\) C/m².

## The charge at an interface

Let the normal point from crystal 1 to crystal 2. Integrating the bound density \(-dP/dz\) across the interface gives \(\sigma=P_1-P_2\). The branch is fixed by history: start with equal crystals and no interface charge, then slowly change crystal 2. The adiabatic current in its bulk is \(dP_2/dt\), so charge conservation gives \(d\sigma/dt=-dP_2/dt\). This requires the interface itself to remain gapped. Here it does, since \(H^2\ge\Delta^2\) also holds for a ring containing both crystals.

For a wall between \(u=0.375\) and 0.625, the tracked phase gives \(0.46827+0.46827=0.93654\) C/m². Site occupations in a ring of both crystals, averaged over one cell, give the same value without any Berry phase. The direct jump gives \(-0.770\) C/m², wrong even in sign.

Between \(u=0.375\) and 0.380 the charge is \(0.46827-0.43303=0.03524\) C/m², again confirmed by site charges. As a number density,
\[
\frac{\sigma}{e}=\frac{0.03524}{3.6133}\,\frac{2}{0.08868\ \text{nm}^2}=0.220\ \text{nm}^{-2}=2.20\times10^{13}\ \text{cm}^{-2}.
\]
A change of \(0.005c\) in anion height thus produces a substantial sheet charge in this model. The small difference of two large polarizations is meaningful because both were followed from the same reference.

This is the bound charge at fixed Hamiltonian. With a dielectric constant of 10, an uncompensated sheet of 0.035 C/m² makes the field jump by about 4 MV/cm, and the reversal wall by about 100 MV/cm. The latter would drop the 4 eV gap within about a nanometre, so in a real crystal such a wall is compensated by carriers or defects. Self-consistent screening, relaxation, strain and mobile carriers are left out, so the values do not predict a named material. The determinant formula, its error law and the plaquette rule carry over to any mean-field insulator with smooth occupied projectors. The guarantee that \(V_j\neq0\) for large steps belongs to this model. Elsewhere the path should be divided into short steps, with \(|V_j|\) close to one (it is a determinant over all occupied bands, so a larger cell needs shorter steps) and small plaquette angles in each, and the summed change should stay the same when the steps are halved. Checking only the two ends of a large step is not enough. Let the potential felt by electrons in continuous space slide by one full period. The final states equal the initial ones, so every \(|V_j|=1\) and every plaquette angle is zero. Yet each Wannier function has moved along by \(c\), and \(\phi\) has changed by \(2\pi N\). (On fixed sites the change is still a multiple of \(2\pi\), but the multiple need not be \(N\).) A slide by two periods gives zero both in one step and in two, so a sum that survives one halving is no proof either: the steps must be short on the scale over which the states change. The full convergence sequence is in the numerical output.

## Numbers as computed

```
lattice a, c: 0.32, 0.52 nm; area 0.08868 nm^2
site energies: +/-2.0 eV; hopping scale 2.0 eV
hopping reference length, decay length: 0.20, 0.05 nm
u=0.375 hops below, above, lateral: -2.2103, -0.1642, -2.1730 eV
u=0.500 hops below, above, lateral: -0.6024, -0.6024, -2.7131 eV
gauge test: largest link change 1.981, loop change 2.2e-15
across band contact: single overlap 2.5e-05, pair det 1.000000
7-cell determinant, ring: -0.32488481 -0.89367586 i
7-point loop product:     -0.32488481 -0.89367586 i
convergence string: f = 2+i, u from 0.500 to 0.375
continuum phase change: -1.224705874 rad
predicted M^2 error coefficient: 0.128527 rad
M=  8 change -1.222715048 rad, error 1.991e-03 rad, M^2 error 0.127413 rad
M= 16 change -1.224204909 rad, error 5.010e-04 rad, M^2 error 0.128247 rad
M= 32 change -1.224580428 rad, error 1.254e-04 rad, M^2 error 0.128457 rad
M= 64 change -1.224674500 rad, error 3.137e-05 rad, M^2 error 0.128509 rad
M=128 change -1.224698030 rad, error 7.844e-06 rad, M^2 error 0.128523 rad
extrapolated from M=8, 16: error 4.345e-06 rad
extrapolated from M=16, 32: error 2.733e-07 rad
extrapolated from M=32, 64: error 1.710e-08 rad
extrapolated from M=64, 128: error 1.068e-09 rad
last error ratios: plain 3.9996, extrapolated 16.0134
reversal: 144 strings, M=48, 32 small steps
minimum gap on path: 4.0000 eV
string phase changes: 2.1617 to 4.6204 rad
largest small-step change: 0.1804 rad
largest plaquette angle: 0.1558 rad; smallest |det V|: 0.5079
direct jump picks wrong branch on 68 strings
mean phase change: tracked 3.199060, direct jump 0.232000 rad
spin-paired polarization quantum 2e/A: 3.613348 C/m^2
P(u=0.375) relative to u=0.5: 0.468270 C/m^2
P(u=0.380) relative to u=0.5: 0.433026 C/m^2
P change on doubling transverse mesh: 2.50e-07 C/m^2
reversal wall, tracked phase: 0.936539 C/m^2
reversal wall, site charges:  0.936539 C/m^2
reversal wall, direct jump:   -0.769918 C/m^2
0.375|0.380 sheet, phase:     0.0352437 C/m^2
0.375|0.380 sheet, sites:     0.0352437 C/m^2
sheet number density: 2.1997e+13 cm^-2
```
